# From a dopant's relaxation volume to the linear lattice-expansion coefficient

## 1. A chain that can be solved by hand

Take a ring of $N$ atoms joined by springs of natural length $a$ and stiffness $K$. Replace one atom by a dopant whose two bonds have natural length $a+\delta$ and stiffness $K'$. With no applied force every spring takes its natural length, so the total length changes by

$$\Delta L=2\delta .$$

If $n$ atoms are replaced, and each dopant end adds $\delta$ to its bond, the change is $2n\delta$, even when dopants are neighbours. With $x=n/N$ the strain is

$$\varepsilon=\frac{2n\delta}{Na}=\frac{\Delta L}{a}\,x .$$

The coefficient is the size change per dopant divided by the size of one host site. There is no factor of three, because a chain has one edge.

The same $\Delta L$ can be found without letting the ring change length. Let the ring with one dopant have length $Na(1+\varepsilon)$. The springs are in series and carry a common force, so the energy is

$$E(\varepsilon)=\frac{(Na\varepsilon-2\delta)^2}{2S},\qquad S=\frac{N-2}{K}+\frac{2}{K'} .$$

Define $P=-dE/d\varepsilon$ at $\varepsilon=0$. Then

$$P=\frac{2\delta Na}{S}=\frac{2\delta aK}{1+\frac{2}{N}\left(\frac{K}{K'}-1\right)} .$$

The host energy per site is $\tfrac12Ka^2\varepsilon^2$. Dividing $P$ by $Ka$ therefore returns $2\delta$ as $N\to\infty$. In a finite ring this route has an error of order $1/N$, because the dopant has changed the stiffness of the ring while the host stiffness is used in the division. For $K'>K$ the estimate is too large in magnitude.

Three things must be settled in a crystal: how a volume change is shared among three edges, whether dopants still act additively, and what happens when a dopant has a preferred direction.

## 2. The crystal: what is held fixed

Let a crystal have $N$ host sites, each of volume $\Omega$, and $n=xN$ substitutional dopants. The following conditions apply.

- The host is cubic and the external stress is zero.
- The dopants are isolated and placed without correlation. If a fixed share of them forms pairs, each pair is a different defect with its own relaxation volume.
- The charge state is fixed. If a dopant releases a carrier that resides elsewhere, any strain due to that carrier is a separate contribution.

The relaxation volume is

$$\Delta V=\lim_{N\to\infty}\left[V(N,1)-N\Omega\right],$$

where $V(N,1)$ is the stress-free volume with one dopant. Substitution conserves the number of sites, so no volume of an added or removed site has to be included.

Now impose a homogeneous strain $\varepsilon_{ij}$ on the cell and relax the atoms inside it. Let $e_h(\varepsilon)$ be the host energy per site and $e_d(\varepsilon)$ the energy change caused by one isolated dopant at that strain. In the dilute regime

$$\frac{E}{N}=e_h(\varepsilon)+x\,e_d(\varepsilon)+O(x^2).$$

The last term contains the interactions between dopants. Treating it as second order is the dilute assumption: each dopant meets others in proportion to $x$. Elastic interactions have long range, but the imposed mean strain fixes their uniform part. The order $x^2$ assumes neutral or short-range-screened dopants. Unscreened charged dopants add a Coulomb term that vanishes more slowly, as $x^{4/3}$ for a periodic array in a uniform compensating background. The linear term below is still the dilute limit, but the remainders written $O(x^2)$ are then larger.

Expand about the unstrained host:

$$e_h=e_0+\tfrac12\Omega\,\varepsilon_{ij}C_{ijkl}\varepsilon_{kl}+O(\varepsilon^3),$$

$$e_d=E_d-P_{ij}\varepsilon_{ij}+O(\varepsilon^2).$$

Repeated indices are summed, $C_{ijkl}$ is the host elastic tensor, and $P_{ij}$ is the elastic dipole tensor. A positive diagonal component means that the dopant pushes that pair of cell faces apart. The atoms near the dopant need not respond linearly; the expansion is in the mean strain, which is small when $x$ is small.

Zero stress means that $E$ is stationary with respect to $\varepsilon_{ij}$:

$$\Omega C_{ijkl}\varepsilon_{kl}-xP_{ij}+O(x^2)=0 .$$

The neglected terms are consistently second order: $\varepsilon$ is itself of order $x$, so the strain dependence of the dipole and the host's cubic anharmonicity both enter at $x^2$. Hence

$$\varepsilon_{ij}=x\lambda_{ij}+O(x^2),\qquad \Omega C_{ijkl}\lambda_{kl}=P_{ij}.$$

The positions of the dopants do not appear in the linear term.

## 3. Where the three comes from

In a cubic crystal each normal stress has the form

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}).$$

Adding the three normal stresses gives

$$\operatorname{tr}\sigma=(C_{11}+2C_{12})\operatorname{tr}\varepsilon=3B\operatorname{tr}\varepsilon,$$

with bulk modulus $B=(C_{11}+2C_{12})/3$. Applied to the equation for $\lambda$, this yields

$$3B\Omega\operatorname{tr}\lambda=\operatorname{tr}P .$$

The volume ratio is a determinant:

$$\frac{V}{N\Omega}=\det(1+\varepsilon)=1+\operatorname{tr}\varepsilon+O(\varepsilon^2)=1+x\operatorname{tr}\lambda+O(x^2).$$

For one dopant $x=1/N$. Multiplying the change by $N\Omega$ and letting $N\to\infty$ gives

$$\Delta V=\Omega\operatorname{tr}\lambda=\frac{\operatorname{tr}P}{3B}.$$

If the dopant's dipole is isotropic, the three diagonal elements of $\lambda$ are equal, and each is one third of the trace. The edge strain is therefore

$$\boxed{\varepsilon=\beta x+O(x^2),\qquad \beta=\frac{\Delta V}{3\Omega}}$$

The three counts the edges that share the volume change. The same result follows from the cube root: with $v=x\Delta V/\Omega$, the edge ratio is $(1+v)^{1/3}=1+v/3+O(v^2)$.

The volume $\Omega$ must belong to the same sites that $x$ counts. If $x$ is the fraction of one sublattice of a compound, $\Omega$ is the crystal volume divided by the number of sites on that sublattice. With the number density $c=x/\Omega$, the site volume cancels:

$$\varepsilon=\frac{\Delta V}{3}\,c .$$

## 4. A crystal in which every quantity can be computed

The numerical case is a diamond-structure host with round model parameters, described by the Keating valence-force energy

$$E=\sum_{\rm bonds}\frac{3\alpha\,s^{m}}{8d^2}(r^2-\ell^2)^2+\sum_{\rm angles}\frac{3\kappa}{8d^2}\left(\mathbf r_p\cdot\mathbf r_q+\frac{\ell_p\ell_q}{3}\right)^2 .$$

Here $\mathbf r_p$ and $\mathbf r_q$ are two bond vectors leaving the same atom, $m$ is the number of dopant ends of a bond, and $\ell=d+m\delta$ is its preferred length. The parameters are $\alpha=3.0$ and $\kappa=0.9$ eV/Å$^2$, lattice parameter $a=5.40$ Å, $\delta=-0.10$ Å and $s=1.5$. The host bond length is $d=\sqrt3a/4=2.338$ Å, so the dopant prefers shorter, stiffer bonds. The site volume is $\Omega=a^3/8=19.683$ Å$^3$. The model contains no electrons.

Its bulk modulus follows from a uniform scaling by $1+\eta$. To first order, $r^2-d^2=2d^2\eta$ and $\mathbf r_p\cdot\mathbf r_q+d^2/3=-2d^2\eta/3$. Each site has two bonds and six angles, so the energy per site is

$$2\,\frac{3\alpha}{8d^2}\,4d^4\eta^2+6\,\frac{3\kappa}{8d^2}\,\frac{4d^4\eta^2}{9}=(3\alpha+\kappa)d^2\eta^2 .$$

Elasticity gives $\tfrac12B(3\eta)^2\Omega$ for the same energy. With $d^2=3a^2/16$,

$$B=\frac{2(3\alpha+\kappa)d^2}{9\Omega}=\frac{3\alpha+\kappa}{3a}=0.6111\ \text{eV/Å}^3=97.91\ \text{GPa}.$$

Energy differences under a small uniaxial strain, combined with $B$, give $C_{11}=169.1$ GPa and $C_{12}=62.3$ GPa.

One dopant was placed in periodic cubic cells. All atoms were relaxed by Newton's method, first with the six strain components free, then with the cell held at the host size. The first calculation gives a volume change directly. The second gives $\operatorname{tr}P$, which is divided by $3B$.

| sites | $\Delta V_N$, zero stress (Å$^3$) | $\Delta V_N$, fixed cell (Å$^3$) |
|---|---|---|
| 64 | −5.681 | −5.753 |
| 216 | −5.709 | −5.730 |
| 512 | −5.716 | −5.725 |

For the largest fixed cell, $\operatorname{tr}P=-10.4965$ eV, and

$$\frac{-10.4965}{3(0.6111)}=-5.725\ \text{Å}^3 .$$

**Size dependence.** The $x^2$ term in the volume per site becomes, after multiplication by $N$ at $x=1/N$, a correction of order $1/N$ to $\Delta V_N$. If $\Delta V_N=\Delta V+A/N$, then multiplying by $N$ gives $N\Delta V_N=N\Delta V+A$. Subtracting this relation for two cells removes $A$:

$$\Delta V=\frac{N_2\Delta V_{N_2}-N_1\Delta V_{N_1}}{N_2-N_1}.$$

The two largest zero-stress cells give

$$\Delta V=\frac{512(-5.7163)-216(-5.7085)}{296}=-5.722\ \text{Å}^3 .$$

The fixed-cell values also extrapolate to $-5.722$ Å$^3$, although they approach it from the other side. The smallest cell does not follow the leading law closely. The change from 64 to 216 sites is 3.5 times the change from 216 to 512 in the zero-stress series, whereas a pure $1/N$ law requires 4.1. This is why the 64-site value was left out of the extrapolation. The $1/N$ form applies to an uncharged defect such as this one. In a charged periodic cell the Coulomb energy of the images scales as the inverse cell edge. It adds a term of order $N^{-1/3}$ to $\Delta V_N$, which this two-cell formula does not remove.

The expansion coefficient is now

$$\beta=\frac{-5.722}{3(19.683)}=-0.0969 .$$

It is negative because the dopant contracts the crystal.

**Stress precision.** The fixed-cell result can also be written in terms of the pressure. For a uniform strain $\eta$, $dV=3V_0\,d\eta$, so with $p=-dE/dV$ we have $\operatorname{tr}P=3pV_0$ and

$$\Delta V=\frac{pV_0}{B}.$$

Here $V_0=512\Omega=10078$ Å$^3$, and the fixed-cell pressure is $-10.4965/(3\times10078)$ eV/Å$^3$, or about $-0.056$ GPa. A pressure error of 0.01 GPa would shift $\Delta V$ by $10078(0.01)/97.91=1.03$ Å$^3$, about 18% of its magnitude. Enlarging the cell reduces the interaction error but amplifies a fixed pressure error in proportion to $V_0$. Subtracting the residual pressure of the pure host, computed with the same cell and settings, removes the part common to both calculations.

## 5. Many dopants

The coefficient was obtained from single dopants. Its use for an alloy rests on additivity, so cells of 512 sites were also relaxed with several randomly placed dopants. The strains below are averages over three edges and two arrangements.

| dopants | $x$ | edge strain | strain$/x$ |
|---|---|---|---|
| 4 | 0.0078 | −0.000754 | −0.0966 |
| 8 | 0.0156 | −0.001502 | −0.0962 |
| 16 | 0.0313 | −0.003009 | −0.0963 |

Relative to $\beta$, the last column is smaller in magnitude by 0.3%, 0.8% and 0.6%. The departures are not monotonic, and two arrangements per composition are too few to extract a reliable $x^2$ coefficient. For the averages in the table, the single-dopant volume predicts the alloy edge to better than 1%. An individual arrangement in a cell of this size can depart by more.

## 6. The slope and the fully substituted crystal

In the chain, the dilute slope equals the strain at $x=1$, whatever the dopant stiffness. For the crystal, consider first small misfit and equal springs, $s=1$. Linearize every bond and angle term. The energy becomes

$$E=\tfrac12\sum_t k_t(A_t\cdot y-\tau_t)^2,$$

where $y$ collects atomic displacements and cell strain, $A_t$ is a fixed row of coefficients, and $\tau_t$ is the preferred change of term $t$. To first order in $\delta$, $\ell^2-d^2=2dm\delta$, and

$$-\frac{\ell_p\ell_q}{3}+\frac{d^2}{3}=-\frac{d\delta}{3}(m_p+m_q).$$

Both are sums over dopant occupations. Since $k_t$ does not depend on occupation, the minimizing strain is linear in $\tau_t$, and therefore is a sum of contributions from the occupied sites. All sites are equivalent by symmetry and each gives the same isotropic strain $g$. One dopant gives a slope $g/(1/N)=Ng$. Full substitution gives a strain $Ng$. The slope and the end-member chord are equal.

If $s\ne1$, the coefficients $k_t$ depend on occupation and this argument fails. With $\delta$ reduced to $-0.001$ Å, relaxation of one dopant in 216 sites gives a slope-to-chord ratio of 1.000 for $s=1$ and 1.118 for $s=1.5$. Only the spring factor differs between these calculations, so the 12% excess is due to the stiffer dopant bonds.

The contrast with the chain has a direct mechanical reason. A free chain can satisfy every spring at once. In the crystal, one dopant's short bonds compete with the surrounding network, and a stiffer dopant wins more of that competition. At $x=1$ all bonds can again reach their preferred length, so stiffness no longer affects the strain. Thus $\Delta V/(3\Omega)$ is an initial slope; a straight line between pure end members need not have it.

## 7. A dopant with an axis

Suppose the dopant has tetragonal symmetry about $z$. Its dipole then has $P_{xx}=P_{yy}\ne P_{zz}$, and the equations for $\lambda$ are

$$\Omega[C_{11}\lambda_{zz}+2C_{12}\lambda_{xx}]=P_{zz},$$

$$\Omega[(C_{11}+C_{12})\lambda_{xx}+C_{12}\lambda_{zz}]=P_{xx}.$$

Subtraction gives

$$\lambda_{zz}-\lambda_{xx}=\frac{P_{zz}-P_{xx}}{\Omega(C_{11}-C_{12})}.$$

The volume still fixes the trace, but no longer fixes each edge. Let a fraction $f_z$ of the dopants have their axis along $z$. Writing $\lambda_\parallel$ and $\lambda_\perp$ for the coefficients along and across the dopant axis,

$$\varepsilon_{zz}=x\left[f_z\lambda_\parallel+(1-f_z)\lambda_\perp\right].$$

Equal populations have $f_z=1/3$, and the bracket becomes $(\lambda_\parallel+2\lambda_\perp)/3=\Delta V/(3\Omega)$. Aligned dopants have $f_z=1$ and do not obey the isotropic formula.

To realize this case, the two angles at the dopant whose bond pairs point to the same side along $z$ were given a preferred dot product raised by $0.15d^2$. One such dopant in 512 sites gives

$$\lambda_\perp=-0.1403,\qquad \lambda_\parallel=-0.0275 .$$

Their difference is 0.1128, and the fixed-cell dipole formula gives the same value to these digits. The volume of this dopant gives $\Delta V/(3\Omega)=-0.1027$, which describes neither edge.

Three dopants with axes along $x$, $y$ and $z$ were then placed in one 512-site cell. Each edge coefficient is $-0.1026$, within about 0.1% of the value from the volume. The equality of the three edges is a consequence of the chosen arrangement: a threefold rotation combined with a translation carries the dopants and their axes into one another. The informative result is the common magnitude.

## 8. A film that cannot expand sideways

A doped layer grown coherently on a thick undoped (001) substrate is not stress-free. Its in-plane edges remain at the host value, so $\varepsilon_{xx}=\varepsilon_{yy}=0$, while its upper surface requires $\sigma_{zz}=0$.

For an isotropic dopant, $\lambda_{ij}=\beta\delta_{ij}$, where $\delta_{ij}$ is the unit tensor. Hence

$$P_{zz}=\Omega(C_{11}+2C_{12})\beta .$$

The strain-dependent energy per site is

$$\tfrac12\Omega C_{11}\varepsilon_{zz}^2-xP_{zz}\varepsilon_{zz}.$$

Setting its derivative to zero gives

$$\varepsilon_{zz}=\frac{xP_{zz}}{\Omega C_{11}}=\beta x\left(1+\frac{2C_{12}}{C_{11}}\right).$$

The factor is $1+2(62.31)/169.12=1.737$, so the predicted coefficient is $-0.1683$. Relaxing the one-dopant, 512-site cell with only its normal strain free gives $-0.1683$ as well. Reading this normal strain as free expansion would overstate the magnitude of $\beta$ by 74% in this model. If $C_{12}$ were zero, there would be no lateral coupling and the factor would return to one.

## 9. The coefficient at a given doping density

For the original isotropic dopant, the coefficient per number density is

$$\frac{\Delta V}{3}=-1.907\ \text{Å}^3=-1.907\times10^{-24}\ \text{cm}^3 .$$

At $c=10^{20}$ cm$^{-3}$ the site fraction is

$$x=c\Omega=10^{20}(19.683\times10^{-24})=1.968\times10^{-3}.$$

The free edge strain is

$$\varepsilon=(-0.0969)(1.968\times10^{-3})=-1.91\times10^{-4}.$$

Multiplying $-1.907\times10^{-24}$ cm$^3$ by $10^{20}$ cm$^{-3}$ gives the same strain without using $\Omega$. The density must count dopants that actually occupy the assumed substitutional site in the assumed charge state. If several kinds $q$ are present at dilute densities $c_q$, each adds its own linear term, and their contribution to the isotropic edge strain is $\sum_q c_q\Delta V_q/3$. In a doped semiconductor, any strain due to released carriers must be added to this sum.
